# Comment on a π³ Specularity Exponent for Rough Nanowire Surfaces: a program that tests the result

```python
# Result under test: a gentle surface with Gaussian heights of rms value h
# reflects the energy fraction p = exp(-16 pi^2 h^2 cos^2(theta) / lambda^2)
# specularly; the coefficient 16 pi^3 is wrong for rms height.
# lambda: wavelength, k = 2 pi/lambda, theta: angle from the surface normal,
# l: correlation length in the height correlation exp(-x^2/l^2).
# The wave solver uses lambda = 1 and a surface on which the wave vanishes.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import lstsq
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
pi = np.pi


def density(u):
    return np.exp(-u * u / 2) / np.sqrt(2 * pi)


def mean_amplitude(rms, wavelength):
    """Average of exp(i phase) over Gaussian heights, by quadrature."""
    return quad(lambda u: density(u) * np.cos(4 * pi * u * rms / wavelength),
                -10, 10, limit=200)[0]


def solve_surfaces(k_rms, k_corr, angle, period, cutoff, samples):
    """Mean specular amplitude and worst energy error, full wave equation."""
    k = 2 * pi
    rms, corr = k_rms / k, k_corr / k
    step = 2 * pi / period
    # Surface: many cosines with random phases and fixed spectral weights.
    n_surface = np.arange(1, int(6 / corr / step) + 1)
    weight = np.exp(-(n_surface * step * corr) ** 2 / 4)
    weight /= weight.sum()
    height_amp = rms * np.sqrt(2 * weight)
    # Reflected waves: all propagating orders and some evanescent ones.
    k_in = k * np.sin(angle)
    q_in = k * np.cos(angle)
    n_max = int(2 * cutoff * k / step) + 2
    orders = np.arange(-n_max, n_max + 1)
    orders = orders[np.abs(k_in + orders * step) <= cutoff * k]
    kx = k_in + orders * step
    q = np.sqrt((k * k - kx * kx).astype(complex))
    x = np.arange(2 * len(orders)) * period / (2 * len(orders))
    lateral = np.exp(1j * np.outer(x, orders * step))
    surface_waves = np.outer(x, n_surface * step)
    specular = int(np.where(orders == 0)[0][0])
    amplitudes, energy_error = [], 0.0
    for _ in range(samples):
        phases = rng.uniform(0, 2 * pi, len(n_surface))
        z = np.cos(surface_waves + phases) @ height_amp
        matrix = lateral * np.exp(1j * np.outer(z, q))
        r = lstsq(matrix, -np.exp(-1j * q_in * z),
                  lapack_driver="gelsy", check_finite=False)[0]
        energy = np.sum(np.abs(r) ** 2 * q.real) / q_in
        energy_error = max(energy_error, abs(energy - 1))
        amplitudes.append(r[specular])
    return np.mean(amplitudes), energy_error


def spectral_factor(k_corr):
    """Spectrum average of Re sqrt(k^2-kappa^2)/k at normal incidence."""
    return quad(lambda t: k_corr / (2 * np.sqrt(pi))
                * np.exp(-(t * k_corr) ** 2 / 4) * np.sqrt(1 - t * t),
                -1, 1, points=[0], limit=200)[0]


# Worked example: round model parameters, lengths in nm.
h, lam, diameter = 0.2, 4.0, 50.0
phase_rms = 4 * pi * h / lam
p_right = np.exp(-16 * pi**2 * h**2 / lam**2)
p_wrong = np.exp(-16 * pi**3 * h**2 / lam**2)
amp = mean_amplitude(h, lam)
assert abs(amp**2 - p_right) < 1e-9
assert abs(amp**2 - p_wrong) > 0.1

# Wavelength at which half the energy is specular.
half_right = 4 * pi * h / np.sqrt(np.log(2))
half_wrong = half_right * np.sqrt(pi)
half_root = brentq(lambda w: mean_amplitude(h, w) ** 2 - 0.5, 1.0, 20.0)
assert abs(half_root - half_right) < 1e-6
assert abs(np.exp(-16 * pi**3 * h**2 / half_wrong**2) - 0.5) < 1e-12

# Full wave solution, long correlation. The 5 percent tolerance covers the
# finite ensemble, finite period and finite correlation length.
k_rms, k_corr = 0.5, 4 * pi
results = []
for angle in (0.0, pi / 4):
    r_mean, e_err = solve_surfaces(k_rms, k_corr, angle, 40.3, 2.0, 120)
    p_wave = abs(r_mean) ** 2
    coefficient = -np.log(p_wave) / (k_rms / (2 * pi)) ** 2
    expected = 16 * pi**2 * np.cos(angle) ** 2
    results.append((p_wave, coefficient, expected, e_err))
    assert e_err < 1e-3
    assert abs(coefficient / expected - 1) < 0.05

# Short correlation: 8 percent covers the discrete spectrum of the
# periodic surface and the terms of higher order in height.
k_rms_s, k_corr_s = 0.03, 1.0
r_short, e_short = solve_surfaces(k_rms_s, k_corr_s, 0.0, 20.3, 8.0, 15)
factor_wave = (1 - abs(r_short) ** 2) / (4 * k_rms_s**2)
factor_short = spectral_factor(k_corr_s)
factor_long = spectral_factor(k_corr)
assert e_short < 1e-4
assert abs(factor_wave / factor_short - 1) < 0.08
assert factor_wave < 0.6
assert abs(factor_long - (1 - 1 / k_corr**2)) < 2e-4

# Other roughness measures, in units of the rms height.
mean_abs = 2 * quad(lambda u: u * density(u), 0, 12)[0]
u = np.linspace(-8, 8, 1601)
w = density(u) * (u[1] - u[0])
half_diff = 0.5 * w @ np.abs(u[:, None] - u[None, :]) @ w
coef_abs = 16 * pi**2 / mean_abs**2
coef_diff = 16 * pi**2 / half_diff**2
assert abs(coef_abs / (8 * pi**3) - 1) < 1e-6
assert abs(coef_diff / (16 * pi**3) - 1) < 1e-3

# Gray wire: trace random rays back to their last diffuse reflection.
path_right = diameter * (1 + p_right) / (1 - p_right)
path_wrong = diameter * (1 + p_wrong) / (1 - p_wrong)
count = 2_000_000
radius = diameter / 2
r = radius * np.sqrt(rng.random(count))
azimuth = rng.uniform(0, 2 * pi, count)
x, y = r * np.cos(azimuth), r * np.sin(azimuth)
axial = rng.uniform(-1, 1, count)
half_chord = np.sqrt(radius**2 - y**2)
bounces = rng.geometric(1 - p_right, count) - 1
back = (x + half_chord + 2 * half_chord * bounces) / np.sqrt(1 - axial**2)
path_rays = 3 * np.mean(axial**2 * back)
assert abs(path_rays / path_right - 1) < 0.02

print(f"rms roughness h = {h:.2f} nm")
print(f"phonon wavelength = {lam:.2f} nm")
print(f"wire diameter = {diameter:.1f} nm")
print(f"rms phase at normal incidence = {phase_rms:.4f} rad")
print(f"correct exponent 16 pi^2 h^2/lambda^2 = {phase_rms**2:.4f} (no unit)")
print(f"faulty exponent 16 pi^3 h^2/lambda^2 = {pi*phase_rms**2:.4f} (no unit)")
print(f"mean amplitude, quadrature = {amp:.5f} (no unit)")
print(f"its square, quadrature = {amp**2:.5f} (no unit)")
print(f"p, correct formula = {p_right:.5f} (no unit)")
print(f"p, faulty pi^3 formula = {p_wrong:.5f} (no unit)")
print(f"half-specular wavelength, correct = {half_right:.3f} nm")
print(f"half-specular wavelength, quadrature root = {half_root:.3f} nm")
print(f"half-specular wavelength, faulty = {half_wrong:.3f} nm")
print(f"ratio sqrt(pi) = {np.sqrt(pi):.4f} (no unit)")
print(f"16 pi^2 = {16*pi**2:.2f}, 16 pi^3 = {16*pi**3:.2f} (no unit)")
print(f"wave solver: k h = {k_rms:.2f}, k l = {k_corr:.3f} (no unit)")
for name, row in zip(("0 deg", "45 deg"), results):
    print(f"wave solver {name}: p = {row[0]:.4f} (no unit)")
    print(f"  coefficient of h^2/lambda^2 = {row[1]:.2f} (no unit)")
    print(f"  phase formula coefficient = {row[2]:.2f} (no unit)")
    print(f"  largest energy error = {row[3]:.1e} (no unit)")
print(f"short correlation: k h = {k_rms_s:.2f}, k l = {k_corr_s:.1f} (no unit)")
print(f"  loss factor F, wave solver = {factor_wave:.4f} (no unit)")
print(f"  loss factor F, second order = {factor_short:.4f} (no unit)")
print(f"  largest energy error = {e_short:.1e} (no unit)")
print(f"long correlation: F, second order = {factor_long:.5f} (no unit)")
print(f"mean absolute height / rms = {mean_abs:.5f} (no unit)")
print(f"  coefficient with that length = {coef_abs:.2f} (no unit)")
print(f"half mean height difference / rms = {half_diff:.5f} (no unit)")
print(f"  coefficient with that length = {coef_diff:.2f} (no unit)")
print(f"gray wire mean free path, correct p = {path_right:.1f} nm")
print(f"gray wire mean free path, random rays = {path_rays:.1f} nm")
print(f"gray wire mean free path, faulty p = {path_wrong:.1f} nm")
print(f"ratio correct/faulty path = {path_right/path_wrong:.3f} (no unit)")
print("ALL CHECKS PASSED")
```

It prints:

```
rms roughness h = 0.20 nm
phonon wavelength = 4.00 nm
wire diameter = 50.0 nm
rms phase at normal incidence = 0.6283 rad
correct exponent 16 pi^2 h^2/lambda^2 = 0.3948 (no unit)
faulty exponent 16 pi^3 h^2/lambda^2 = 1.2403 (no unit)
mean amplitude, quadrature = 0.82087 (no unit)
its square, quadrature = 0.67383 (no unit)
p, correct formula = 0.67383 (no unit)
p, faulty pi^3 formula = 0.28931 (no unit)
half-specular wavelength, correct = 3.019 nm
half-specular wavelength, quadrature root = 3.019 nm
half-specular wavelength, faulty = 5.351 nm
ratio sqrt(pi) = 1.7725 (no unit)
16 pi^2 = 157.91, 16 pi^3 = 496.10 (no unit)
wave solver: k h = 0.50, k l = 12.566 (no unit)
wave solver 0 deg: p = 0.3639 (no unit)
  coefficient of h^2/lambda^2 = 159.63 (no unit)
  phase formula coefficient = 157.91 (no unit)
  largest energy error = 7.3e-14 (no unit)
wave solver 45 deg: p = 0.6154 (no unit)
  coefficient of h^2/lambda^2 = 76.66 (no unit)
  phase formula coefficient = 78.96 (no unit)
  largest energy error = 8.8e-09 (no unit)
short correlation: k h = 0.03, k l = 1.0 (no unit)
  loss factor F, wave solver = 0.4098 (no unit)
  loss factor F, second order = 0.4171 (no unit)
  largest energy error = 1.2e-08 (no unit)
long correlation: F, second order = 0.99361 (no unit)
mean absolute height / rms = 0.79788 (no unit)
  coefficient with that length = 248.05 (no unit)
half mean height difference / rms = 0.56419 (no unit)
  coefficient with that length = 496.10 (no unit)
gray wire mean free path, correct p = 256.6 nm
gray wire mean free path, random rays = 256.8 nm
gray wire mean free path, faulty p = 90.7 nm
ratio correct/faulty path = 2.829 (no unit)
ALL CHECKS PASSED
```
